Polarizability of two-dimensional hydrogen from the first-order wavefunction

**1. What symmetry and dimensions fix**

An electron and a hole confined to a plane attract each other through a Coulomb force. Let μ be their reduced mass, taken as isotropic, and ε = κε₀ the permittivity of the surroundings. The constants ħ, μ and e²/(4πε) define one length and one energy:

a = 4πεħ²/(μe²),  E_h = e²/(4πεa).

An in-plane field F adds one dimensionless number, the field measured in units of E_h/(ea):

f₀ = eFa/E_h.

The ground-state energy must therefore be E_h times a function of f₀. Reversing the field is equivalent to reflecting the plane, which leaves the zero-field problem unchanged, so this function is even. Its lowest field-dependent term is quadratic. Since the zero-field problem is also invariant under rotation, the coefficient is the same for every in-plane direction. With the convention

ΔE = −αF²/2,

we must have

α = C e²a²/E_h = C · 4πεa³,

where the second form uses e²/E_h = 4πεa. The pure number C remains to be found. It is positive, because second-order perturbation theory lowers a ground state. The result will be C = 21/128.

**2. The Hamiltonian and its ground state**

A charge q in a uniform field F along x has potential energy −qFx. For the electron this is +eFx_e and for the hole −eFx_h. The sum is eFx, with x = x_e − x_h. The field thus acts on the relative motion alone; the neutral pair feels no net force. The dipole operator is −ex_e + ex_h = −ex.

Measure lengths in a and energies in E_h. Because ħ²/(μa²) = E_h, the relative Hamiltonian becomes

H = H₀ + V,  H₀ = −½∇² − 1/r,  V = f₀x.

For the ground state try ψ₀ = N e^(−λr). In two dimensions ∇² acts on a function of r as d²/dr² + (1/r)d/dr, so

H₀ψ₀ = [−λ²/2 + λ/(2r) − 1/r] ψ₀.

The 1/r terms cancel for λ = 2, and the energy is E₀ = −λ²/2 = −2. The function has no node, so it is the ground state. Its norm requires

1 = 2πN² ∫₀^∞ r e^(−4r) dr = 2πN²/16,

hence N² = 8/π. The binding energy is 2E_h.

**3. Perturbation equations**

Write ψ = ψ₀ + ψ₁ + ψ₂ + … and E = E₀ + E₁ + E₂ + …, where the index counts powers of f₀. The first-order terms of Hψ = Eψ give

(H₀ − E₀)ψ₁ = (E₁ − V)ψ₀.

Projection on ψ₀ makes the left side vanish, so E₁ = ⟨ψ₀|V|ψ₀⟩. This is zero because x is odd and ψ₀² is even. The equation to solve is

(H₀ + 2)ψ₁ = −f₀xψ₀.

The second-order terms give (H₀ − E₀)ψ₂ + Vψ₁ = E₂ψ₀. Projecting again on ψ₀,

E₂ = ⟨ψ₀|V|ψ₁⟩.

The first-order wavefunction is therefore all that is needed for α.

**4. Reduction to a radial equation**

The source is proportional to x = r cosφ. Since H₀ preserves angular dependence, set

ψ₁ = f(r) cosφ ψ₀ = N g(r) cosφ,  g = f e^(−2r).

On such a function the Laplacian gives

∇²(g cosφ) = (g″ + g′/r − g/r²) cosφ.

The derivatives of g are

g′ = (f′ − 2f) e^(−2r),
g″ = (f″ − 4f′ + 4f) e^(−2r).

Inserting them and dividing by N cosφ e^(−2r), the left side of the equation becomes

−½[f″ − 4f′ + 4f + f′/r − 2f/r − f/r²] − f/r + 2f.

The bracket contributes −2f, which cancels the final 2f, and +f/r, which cancels the Coulomb term −f/r. What remains is

−½f″ + 2f′ − f′/(2r) + f/(2r²) = −f₀r.

The Coulomb potential has disappeared from the equation for f: its effect is contained in the factor ψ₀.

**5. Solution**

For large r the term 2f′ can balance the source if f grows as r². Near the origin, a regular function with angular dependence cosφ begins as r. Try therefore

f = Ar + Br².

The linear term contributes

2A − A/(2r) + A/(2r) = 2A.

The quadratic term contributes

−B + 4Br − B + B/2 = 4Br − 3B/2.

Their sum must equal −f₀r at every r. The coefficients of r and of the constant give

4B = −f₀,  2A − 3B/2 = 0.

Hence B = −f₀/4 and A = 3B/4 = −3f₀/16, so that

ψ₁ = −f₀ (3r/16 + r²/4) cosφ ψ₀.

With all constants restored,

ψ₁ = −(eFa/E_h) [3r/(16a) + r²/(4a²)] cosφ ψ₀,
ψ₀ = √(8/π) e^(−2r/a)/a.

The sign has a direct meaning. The energy f₀x is lower at negative x. The first-order change of the density, 2ψ₀ψ₁, is positive there and negative at positive x. The electron moves against the field relative to the hole, and the dipole −ex points along the field.

**6. Why this solution is the right one**

Another acceptable solution could differ from ψ₁ only by a normalizable function χ with (H₀ + 2)χ = 0, that is, by an eigenstate of energy −2. In the cosφ channel the lowest state can be found from g = r e^(−kr). For it,

g″ + g′/r − g/r² = (k²r − 3k) e^(−kr).

The eigenvalue equation then reads

−k²r/2 + 3k/2 − 1 = E r.

It requires k = 2/3 and E = −k²/2 = −2/9. This function has no radial node away from the origin, so it is the lowest state of its channel. Channels of larger angular momentum have a stronger centrifugal repulsion and lie higher. None of them reaches −2.

The remaining freedom is to add a multiple of ψ₀ itself. Requiring ⟨ψ₀|ψ₁⟩ = 0 removes it, and the factor cosφ already satisfies this condition. Such an addition would not change E₂ in any case, because ⟨ψ₀|V|ψ₀⟩ = 0.

**7. The polarizability**

The area element is r dr dφ, the perturbation supplies f₀r cosφ, and the angular integral of cos²φ is π. Therefore

E₂ = f₀N²π ∫₀^∞ r² f e^(−4r) dr
 = 8f₀ ∫₀^∞ r² f e^(−4r) dr.

With f = −(f₀/16)(3r + 4r²),

E₂ = −(f₀²/2) ∫₀^∞ (3r³ + 4r⁴) e^(−4r) dr.

The integral of rⁿe^(−4r) is n!/4ⁿ⁺¹, so

3 · 6/256 + 4 · 24/1024 = 18/256 + 24/256 = 21/128.

Thus E₂ = −(21/256)f₀². Comparison with −αF²/2 gives

α = (21/128) e²a²/E_h = (21/128) 4πεa³.

In terms of the original constants,

α = (21/128) (4πε)⁴ħ⁶/(μ³e⁶).

At fixed mass this grows as the fourth power of the permittivity; at fixed permittivity it falls as the inverse cube of the mass. A weakly bound pair is large and has small excitation energies, and both properties make it easy to polarize.

The number depends on the energy unit. If energies are measured in an effective rydberg R = E_h/2, then e²a²/E_h = ½e²a²/R, and the same polarizability is (21/256)e²a²/R.

**8. The dipole and the factor of one half**

The polarizability can also be read from the induced dipole. To first order, in scaled units,

⟨x⟩ = 2⟨ψ₀|x|ψ₁⟩ = 2E₂/f₀ = −(21/128)f₀.

The dipole is −e times this displacement, in units of a:

p = (21/128) ea f₀ = αF.

Its interaction energy with the field is −pF = −αF², twice the total shift. The difference is the internal energy spent in distorting the pair. To second order this cost is

⟨ψ₁|H₀ − E₀|ψ₁⟩ = −⟨ψ₁|V|ψ₀⟩ = −E₂,

which is +αF²/2. The sum of the two contributions is −αF²/2.

**9. What the closed form contains**

The usual sum over excited states reads, in scaled units,

α = 2 Σₙ |⟨n|x|0⟩|²/(Eₙ − E₀).

The first term comes from the 2p state with angular factor cosφ. Write it as D r e^(−2r/3) cosφ. Its normalization is

D²π · 6/(4/3)⁴ = 1,  D² = 128/(243π).

The matrix element is

⟨2p|x|0⟩ = DNπ ∫₀^∞ r³ e^(−8r/3) dr = DNπ · 243/2048,

and its square is 243/4096. The energy difference is 2 − 2/9 = 16/9. The contribution to α is then

2 · (243/4096) · (9/16) = 2187/32768.

Divided by 21/128, this is 729/1792, or 40.7% of the total. The 2p level alone is a poor approximation.

A mean excitation energy, obtained from the mean square displacement, shows where some of the remainder lies. The mean square displacement is

⟨x²⟩ = ½⟨r²⟩ = ½ · 16 ∫₀^∞ r³ e^(−4r) dr = 3/16.

If every excitation energy were replaced by the lowest one that couples, 16/9, the sum would be 2⟨x²⟩ · 9/16 = 27/128. This is an upper bound, and 21/128 respects it. Conversely, define a mean excitation energy W by α = 2⟨x²⟩/W. Then

W = (3/8)/(21/128) = 16/7 ≈ 2.29.

Excitations to bound states cost less than 2, the ionization energy. Since W exceeds 2, the continuum must contribute. The polynomial in ψ₁ includes it without any explicit continuum state.

**10. A check at finite field, and the limits of the series**

The quadratic law can be compared with direct diagonalization of H₀ + f₀x in a finite set of Laguerre functions. At f₀ = 0.03 the computed shift is −7.384587 × 10⁻⁵ E_h, while −αF²/2 gives −7.382813 × 10⁻⁵ E_h. The difference is −1.77 × 10⁻⁸ E_h. The next term of the series, calculated separately by fourth-order perturbation theory in the same basis, is −0.021884f₀⁴. At this field it is also −1.77 × 10⁻⁸ E_h, so it accounts for the difference.

Relative to the quadratic term, the quartic one is

0.021884f₀²/(21/256) ≈ 0.27f₀².

It reaches 1% near f₀ = 0.19.

A second limitation is not visible in any single power of the field. The energy f₀x falls without bound at negative x, so the pair can separate by tunnelling. The bound state is strictly a resonance, and the perturbation series describes its position at weak field. For binding energy B, neglecting the attraction under the barrier, the action along the field is

S = 2 ∫₀^(B/f₀) √(2(B − f₀s)) ds = 4√2 B^(3/2)/(3f₀).

For B = 2 this is 16/(3f₀). The factor e^(−S) vanishes faster than any power of f₀ as f₀ → 0, which is why the expansion in powers of the field misses it.

The wavefunction shows the same limitation. The ratio ψ₁/ψ₀ grows as f₀r²/4, so at any nonzero field the correction exceeds ψ₀ at sufficiently large r. This does not spoil E₂ at weak field, because the weight e^(−4r) suppresses that region in the integral.

**11. Numbers for a monolayer channel**

Take μ = 0.20 m₀, κ = 4.5 and F = 0.10 MV/cm. The mass and permittivity are rough values for an exciton in monolayer WSe₂ encapsulated in hBN. The field corresponds to 1 V across 100 nm. The ideal model gives

a = 1.191 nm,  E_h = 268.8 meV,

and a binding energy of 537.5 meV. The field unit is

E_h/(ea) = 268.8 mV/1.191 nm = 2.257 MV/cm,

so f₀ = 0.10/2.257 = 0.0443. The Stark shift is

ΔE = −½ · 0.1641 · (0.0443)² · 268.8 meV ≈ −0.043 meV.

The polarizability is 1.39 × 10⁻³⁷ C m²/V, or about 8.7 meV/(MV/cm)². These are the correct numbers for the ideal model, but they are not a prediction for WSe₂.

**12. Screening by the layer itself**

A real monolayer is polarizable. Let its sheet polarizability be χ. A potential component φ_q of in-plane wavevector q induces the sheet charge −χq²φ_q. A sheet charge σ_q in a medium of permittivity ε produces the potential σ_q/(2εq). Adding external and induced charge gives

φ_q = (σ_ext − χq²φ_q)/(2εq),
φ_q = σ_ext/[2εq(1 + χq/(2ε))].

Define r₀ = χ/(2ε₀), so that χ/(2ε) = r₀/κ, and let ρ = r₀/(κa). In scaled units the attraction becomes the Rytova–Keldysh potential,

V_s(r) = −∫₀^∞ J₀(qr)/(1 + ρq) dq,

where J₀ is the Bessel function. For ρ = 0 the integral is 1/r and the ideal problem returns. For finite ρ the large-q components are reduced, and with them the attraction at short distance.

With r₀ = 4.5 nm, a rough value for WSe₂, ρ = 4.5/(4.5 · 1.191) = 0.84. This is not small. Numerical solution gives a binding energy of 161 meV instead of 537.5 meV, and a polarizability of 225 meV/(MV/cm)², or 3.6 × 10⁻³⁶ C m²/V. The polarizability is 26 times the ideal value. At 0.10 MV/cm the quadratic shift is −1.13 meV.

Part of this increase comes from the excitation energies. The 1s–2p gap falls from (16/9) · 268.8 = 478 meV to 113 meV, a factor of 4.2. The remaining factor of about 6 combines the larger extent of the pair with a changed distribution of dipole strength; the two are not separated here.

The approach to the ideal limit is slow on the scale of real parameters. The ratio of screened to ideal polarizability is 1.021 at ρ = 0.001, 1.201 at ρ = 0.01 and 2.94 at ρ = 0.1. Since a is proportional to κ/μ, ρ is proportional to μr₀/κ². At fixed μ and r₀, lowering ρ from 0.84 to 0.001 would require κ to rise by √840 ≈ 29, to about 130. The ideal binding energy would then be about 0.6 meV, far below the thermal energy at room temperature. For this layer, 21/128 is a limiting value and a check on calculations, not a design formula.

**13. How far the screened estimate can be trusted**

The exciton binding energy in monolayer WSe₂ encapsulated in hBN is known to be roughly 0.17 eV, close to the screened model and far from the ideal one. The closeness is not an independent test of the model: changing r₀ by 1 nm or κ by 0.5 moves the calculated value by 16 to 21 meV, and such parameters are commonly fitted to exciton spectra. Still, replacing the unmodified Coulomb attraction is by far the largest correction found here. Smaller corrections can be sized within the screened model.

**Higher order in the field.** The quartic term is −0.036 meV, about 3% of the quadratic shift at 0.10 MV/cm. With all orders included, the position of the resonance is shifted by −1.17 meV, about 4% beyond the quadratic value.

**Dielectric surroundings.** The screening by hBN depends on frequency, which a single κ cannot represent. With μ and r₀ fixed, κ = 4.0 gives 194 meV/(MV/cm)² and κ = 5.0 gives 261 meV/(MV/cm)². The average power of κ over this interval is ln(261/194)/ln(1.25) ≈ 1.3, much less than the fourth power of the ideal law. The uncertainty in r₀ matters more: at κ = 4.5, r₀ = 3.5 nm gives 162 meV/(MV/cm)² and r₀ = 5.5 nm gives 296 meV/(MV/cm)², a change of about 30% for 1 nm.

**Ionization.** The triangular barrier has action 19.8. Including the attraction along a one-dimensional path lowers it to 9.3. Taking the binding energy as the prefactor suggests a width of 161 meV · e^(−9.3), or 10⁻² meV. This one-dimensional estimate is much too large. Treating the pair as a resonance in two dimensions, by complex scaling of the coordinates, gives a width of about 2 × 10⁻⁴ meV, negligible beside the Stark shift. The width rises steeply with field: at 0.15 MV/cm the same treatment gives about 0.06 meV.

**Temperature.** At 300 K the thermal energy is 25.9 meV. With 1s–2p and 1s–2s gaps of 113 and 124 meV, and two 2p states, the n = 2 population at zero field would be about 3% of the 1s population in thermal equilibrium, and the n = 3 levels would add about 2%. The n = 4 levels add about 2% again: the sum over shells does not converge, and the true fraction of excited and dissociated pairs depends on the pair density. At 0.10 MV/cm, however, these levels are no longer bound. The top of the barrier along the field lies at about −112 meV, while the zero-field 2p and 2s energies are −48 and −37 meV. A pair excited to them can separate without tunnelling, and no quadratic Stark shift describes it. The calculated shift therefore applies to pairs in the 1s state, not to a thermal average.

An anisotropic mass does not enter at the band edge here, because threefold symmetry forces an in-plane mass tensor to be isotropic. Electron–hole exchange, screening by free carriers, disorder and the finite thickness of the layer are left out. Free carriers matter especially in a channel that is switched on: they weaken the attraction, and the values above refer to an undoped layer.

The exciton energy is the transport gap minus the binding energy. The calculated shift lowers the exciton energy relative to the zero-field transport gap; it is not a change of that gap. Most of the values used in these sections are collected in the numerical output below; the tunnelling width listed there is the one-dimensional estimate.

Computed values

```
IDEAL 2D HYDROGEN, excitonic units
alpha, closed form: 21/128 = 0.1640625
alpha, Laguerre basis: 0.1640625
ground energy, basis: -2.000000 Eh
lowest |m|=1 energy, basis: -0.222222 Eh
largest error of psi1 radial profile: 6.2e-15
share of alpha from 2p level: 0.4068
coefficient of F^4 in energy: -0.021884
finite-field test, field: 0.03
finite-field energy shift: -7.384587e-05 Eh
-alpha F^2/2 at that field: -7.382813e-05 Eh
finite-field -<x>/F: 0.164141
EXAMPLE INPUTS, rough values for WSe2 in hBN
reduced mass: 0.20 m0
kappa: 4.5
screening length r0: 4.5 nm
field: 0.10 MV/cm
EXAMPLE, IDEAL COULOMB MODEL
length unit a: 1.191 nm
energy unit Eh: 268.8 meV
binding energy 2 Eh: 537.5 meV
field unit Eh/(e a): 2.257 MV/cm
scaled field: 0.0443
alpha: 1.387e-37 C m^2/V
alpha: 8.65 meV/(MV/cm)^2
Stark shift: -0.0433 meV
EXAMPLE, SCREENED (RYTOVA-KELDYSH) MODEL
rho = r0/(kappa a): 0.840
binding energy: 161.4 meV
alpha: 3.611e-36 C m^2/V
alpha: 225.4 meV/(MV/cm)^2
alpha screened / alpha ideal: 26.04
Stark shift, F^2 term: -1.127 meV
Stark shift, F^4 term: -0.0363 meV
alpha screened / alpha ideal for smaller rho:
  rho = 0.001: 1.021
  rho = 0.010: 1.201
  rho = 0.100: 2.939
NEGLECTED EFFECTS, screened exciton
alpha at kappa 4.0: 193.9 meV/(MV/cm)^2
alpha at kappa 5.0: 260.9 meV/(MV/cm)^2
barrier action, triangle: 19.8
barrier action, with attraction: 9.3
tunnelling width, order of magnitude: 1e-02 meV
thermal energy at 300 K: 25.9 meV
1s-2p gap: 113.1 meV
1s-2s gap: 124.1 meV
n=2 population relative to 1s: 0.033
```
